Conduction-valley splitting in silicon under biaxial (001) tension

**Question**

I am stuck on an exercise about strained silicon. A (001) layer is stretched by one percent along both x and y. The shear deformation potential of the conduction valleys is given as 9.2 eV, and I am to show that the valleys split by about 163 meV.

My first attempt was 9.2 eV × 0.01 = 92 meV. I then realised that a stretched layer should become thinner. I assumed that its volume stays fixed, so that the vertical strain is minus two percent, and obtained 9.2 eV × 0.03 = 276 meV. The requested value lies between the two.

Which vertical strain is right, and where does it come from? Why does the problem not give the other deformation potential, the one that multiplies the volume change? And which valleys end up lower?

**Answer**

Both attempts have the right form, a deformation potential times a difference of strains, but each uses a vertical strain that the layer does not have. The layer chooses its own thickness by minimizing its elastic energy. That requires the elastic constants of silicon, which the exercise leaves out.

**What is held fixed**

I take "one percent tension" to mean a strain, not a stress. Tensile strain is positive, and x, y and z are the cubic axes. The in-plane strains are

e_xx = e_yy = e = 0.01, e_xy = 0.

The top surface is free, and we look far from the edges of a uniformly strained layer. The layer is also thick enough for quantum confinement to be ignored, since confinement can split the valleys by itself.

**The vertical strain**

The elastic energy per unit volume of a cubic crystal, to second order in strain, is

U = ½C11(e_xx² + e_yy² + e_zz²) + C12(e_xx e_yy + e_yy e_zz + e_zz e_xx) + ½C44(γ_yz² + γ_xz² + γ_xy²),

where γ_yz = 2e_yz, and similarly for the other shears. The shears γ_yz and γ_xz are free to adjust. They enter only as squares with a positive coefficient, so they vanish at the minimum. With the in-plane strains inserted, the rest is

U = ½C11(2e² + e_zz²) + C12(e² + 2e e_zz).

The derivative with respect to e_zz is the normal stress σ_zz. A free surface carries no normal force, and in a uniform layer the stress is the same at every depth, so

σ_zz = ∂U/∂e_zz = C11 e_zz + 2C12 e = 0.

The factor 2 appears because both in-plane strains pull on the vertical one. Solving,

e_zz = −2(C12/C11)e. (1)

The second derivative of U is C11 > 0, so this is a minimum.

For silicon I take C11 = 166 GPa and C12 = 64 GPa as inputs; they are close to the measured elastic constants. Their ratio is 0.3855, and therefore

e_zz = −2 × 0.3855 × 1% = −0.771%.

The layer thins, but by less than volume conservation would demand. Its volume grows by 2e + e_zz = 2% − 0.771% = 1.229%, to first order in strain.

**How one valley responds to strain**

Silicon has six equivalent conduction-band minima, one on each half of the three cubic axes. Consider the minimum on the positive z axis. Its band is not degenerate there, so its energy has an ordinary linear expansion in the strain.

The position of the minimum may move as the crystal is strained, but this does not affect the linear shift. The energy has zero slope in wavevector at the minimum, so a displacement proportional to strain changes the energy only at second order.

The most general linear shift is

δE_z = A_xx e_xx + A_yy e_yy + A_zz e_zz + 2A_xy e_xy + 2A_xz e_xz + 2A_yz e_yz.

Symmetry removes most of these constants. An operation of the unstrained crystal that leaves the positive z direction alone maps this valley onto itself. Two strains related by such an operation must therefore give the same shift.

- A half-turn about z reverses the signs of e_xz and e_yz. Their coefficients must vanish.
- A quarter-turn about z exchanges e_xx and e_yy and reverses the sign of e_xy. Hence A_xx = A_yy and A_xy = 0.

In silicon the quarter-turn is combined with a shift by a fraction of the lattice. Such a shift does not alter a uniform strain or an energy, so the argument stands.

Two constants remain. Name them by A_xx = A_yy = Ξ_d and A_zz = Ξ_d + Ξ_u. Then

δE_z = Ξ_d(e_xx + e_yy + e_zz) + Ξ_u e_zz.

A rotation that carries z into x carries this valley into an x valley, so the same constants apply there:

δE_x = Ξ_d(e_xx + e_yy + e_zz) + Ξ_u e_xx. (2)

The y valley follows by replacing the last strain with e_yy. Opposite valleys on one axis have equal energies by time reversal. The 9.2 eV in your exercise is Ξ_u, the constant that multiplies the strain along the valley's own axis.

**Why the other constant drops out**

Subtract the z shift from the x shift:

δE_x − δE_z = Ξ_d(Tr e − Tr e) + Ξ_u(e_xx − e_zz) = Ξ_u(e_xx − e_zz),

where Tr e = e_xx + e_yy + e_zz. The term with Ξ_d is the same for every valley. It moves all six together and cannot separate them.

Now insert the vertical strain from (1). Subtracting a negative number gives a plus sign:

e_xx − e_zz = e + 2(C12/C11)e = e(1 + 2C12/C11).

The splitting is therefore

Δ = E(x, y valleys) − E(z valleys) = Ξ_u e(1 + 2C12/C11). (3)

With the numbers,

Δ = 9.2 eV × 0.01 × 1.7711 = 0.1629 eV.

This is 162.9 meV, or 0.005988 hartree, which is the requested value near 163 meV.

Since Ξ_u and e are positive, Δ is positive: the two z valleys are lower and the four in-plane valleys are higher. Under biaxial compression e changes sign, and so does Δ. The four in-plane valleys are then the lower group.

**Where the levels lie about their mean**

The splitting is the distance between two groups of unequal size, so the groups do not move by equal amounts about the six-valley average. There are two valleys on each axis, and the average shift is

δE_mean = (2δE_x + 2δE_y + 2δE_z)/6 = (Ξ_d + Ξ_u/3) Tr e.

Subtract this from the z shift. The Ξ_d terms cancel, leaving

δE_z − δE_mean = Ξ_u[e_zz − (2e + e_zz)/3]
= Ξ_u(2e_zz − 2e)/3
= −2Δ/3.

For an in-plane valley,

δE_x − δE_mean = Ξ_u[e − (2e + e_zz)/3]
= Ξ_u(e − e_zz)/3
= +Δ/3.

The z valleys thus lie 108.6 meV below the mean, and the in-plane valleys 54.3 meV above it. The weighted sum vanishes, as it must: 2 × (−108.6) + 4 × 54.3 = 0.

These are not the shifts from the unstrained band edge. The mean itself moves by (Ξ_d + Ξ_u/3) Tr e, and the volume strain here is not zero. To find that movement you would need Ξ_d and an energy reference common to the strained and unstrained crystals. The exercise asks only for a difference between valleys of the same crystal, so it needs neither.

**A second route, through the stress**

The same splitting can be found from the stress in the layer, which gives a useful check on the algebra. Differentiating U with respect to e_xx before setting the two in-plane strains equal gives

σ_xx = C11 e_xx + C12(e_yy + e_zz).

Similarly,

σ_zz = C11 e_zz + C12(e_xx + e_yy).

Subtract the second from the first. The e_yy terms cancel, and

σ_xx − σ_zz = (C11 − C12)(e_xx − e_zz).

The bracket on the right is the strain difference that splits the valleys. Since σ_zz = 0, writing σ for the in-plane stress σ_xx gives

Δ = Ξ_u σ/(C11 − C12). (4)

To use this we need σ at the given strain. Inserting (1) into the expression for σ_xx,

σ = C11 e + C12 e − 2(C12²/C11)e
= (C11 + C12 − 2C12²/C11)e.

For one percent strain this is 1.8065 GPa. Then

Δ = 9.2 eV × 1.8065/(166 − 64) = 0.1629 eV,

in agreement with (3).

Equation (4) also covers a second loading. Adding the same pressure or tension in all three directions changes the three normal strains equally, so it does not split the valleys. A layer under in-plane tension σ can be viewed as a crystal under tension σ in all directions, plus a compression of size σ along z. Only the second part splits the valleys. To linear order, then, a bar compressed along z by the same stress has the same valley splitting as the stretched layer, although its volume change is different.

The distinction between stress and strain matters when reading a problem. For a prescribed strain use (3); for a prescribed stress use (4).

**What your two attempts describe**

Your first attempt used e_zz = 0 and gave

Δ = Ξ_u e = 92.0 meV.

This would be right if the thickness were held fixed while the layer was stretched. Holding it requires an outward pull on the top surface, σ_zz = 2C12 e. A free surface supplies no such pull.

Your second attempt used e_zz = −2e and gave

Δ = Ξ_u(e + 2e) = 3Ξ_u e = 276.0 meV.

Equation (1) would produce that strain only if C12 = C11. To see what this means, apply the strain e_xx = s, e_yy = −s, with all other components zero. The energy is

U = ½C11(s² + s²) − C12 s² = (C11 − C12)s².

For C12 = C11 this deformation would cost no energy, and the crystal would have no resistance to it. A solid that resists such a change of shape can still come close to constant volume, if C11 − C12 is very small compared with C11, as in rubber. In silicon C11 − C12 = 102 GPa is a large part of C11 = 166 GPa, so constant volume is the wrong condition here.

The opposite limit comes from a uniform expansion, e_xx = e_yy = e_zz = s, whose energy is

U = (3/2)C11 s² + 3C12 s² = (3/2)(C11 + 2C12)s².

A stable cubic crystal must have positive energy for both deformations. With C11 > 0, this means

−½ < C12/C11 < 1.

Equation (3) then restricts the splitting, for positive Ξ_u and e, to

0 < Δ < 3Ξ_u e.

At the lower limit the layer would expand vertically as much as it is stretched sideways. All axes would remain equivalent, and the valleys would not split. At the upper limit the volume would be constant, as in your second attempt. The ratio 0.3855 places silicon between these limits.

**Why the orientation is part of the problem**

Equation (2) depends on the strain along each cubic axis, not simply on whether the crystal is stretched. Suppose the same kind of layer were grown on a (111) surface. A threefold rotation about the surface normal exchanges x, y and z, and equal stretching in the plane respects this rotation. The three diagonal strains must then be equal:

e_xx = e_yy = e_zz.

The shear components need not vanish, but they do not enter the linear valley shifts. Every difference between those shifts is therefore zero. Biaxial strain on (111) gives no linear splitting of these valleys, while the same in-plane strain on (001) gives the result in (3).

**Checking the linear law in a band calculation**

The symmetry argument fixes the form of the linear shifts, but it does not say how large the next terms are at one percent strain. I examined this with a plane-wave model of silicon using a smooth local pseudopotential, 137 plane waves and a lattice constant of 10.26 bohr. It omits spin-orbit coupling and the nonlocal part of the pseudopotential. Its unstrained valley minimum lies at 0.832 × 2π/a along a cubic axis, where a is the lattice constant; with a converged basis this moves to 0.834 × 2π/a.

For strains along the cubic axes the two atoms in the primitive cell need no extra displacement relative to each other. Each atom keeps three perpendicular twofold axes, and no nonzero force vector can be unchanged by all three rotations. The atoms can therefore simply follow the strained lattice. Each valley also stays on its axis, because the twofold rotation about that axis forbids a sideways slope of the energy there.

The two deformation constants of the model were extracted from a small strain along z alone. They were then used to predict the response of the x, y and z valleys to a different strain, with three unequal diagonal components. The largest error in the predicted energy slopes was 9.6 × 10⁻⁷ of the model's Ξ_u. This tests the law for diagonal strains; the absence of linear shear terms rests on the symmetry argument above.

With these 137 plane waves the model gives Ξ_u = 7.967 eV, not 9.2 eV. The basis is small: with about 280 plane waves or more the value settles at 7.84 eV, lower by 1.6%. The model therefore does not confirm the value supplied in your exercise, and its absolute splitting should not replace the answer above. What it can show is how well a linear law works within one consistent calculation.

At the full one percent biaxial strain, the model's own linear law predicts 141.1 meV. Direct calculation of the strained valleys gives 140.8 meV, with the z valleys lower. The difference is −0.18% of the linear prediction. With a converged basis the three figures become 138.9 meV, 138.6 meV and −0.20%. In this model, second-order and higher terms in the valley energies are thus a small correction at this strain. The vertical strain was taken from the linear relation (1), so the figure does not include the change of e_zz caused by third-order elastic constants. That figure is not an error bound for real silicon, nor does it justify the linear law at much larger strains.

**How many digits to keep**

The elastic ratio affects the answer directly. Differentiating (3) at fixed Ξ_u and e gives

∂Δ/∂(C12/C11) = 2Ξ_u e.

An increase of 0.01 in the ratio therefore raises the splitting by

2 × 9.2 eV × 0.01 × 0.01 = 1.84 meV.

The deformation potential matters too. Since Δ is proportional to Ξ_u, a one percent change in Ξ_u changes Δ by one percent, or about 1.6 meV. The fourth digit in 162.9 meV is useful for checking arithmetic, but it is not a claim about the accuracy of the physical prediction. "About 163 meV" is a suitable answer for the stated inputs.

The result also depends on the layer being in the assumed state. If defects have relaxed part of the strain, e must be the strain that remains. If the top surface is loaded, (1) must be replaced by the solution with the actual σ_zz. If the layer is thin enough for confinement to matter, its contribution must be added to the bulk valley energies before the levels are compared. The numerical output below collects the values used here.

Numbers as computed

```
In-plane strain: 1.000 percent
Shear deformation potential: 9.2 eV
C11 input: 166 GPa
C12 input: 64 GPa
C44 input, used only in elastic test: 80 GPa
C12/C11: 0.3855 (dimensionless)
Vertical strain, formula: -0.7711 percent
Vertical strain, energy minimum: -0.7711 percent
Strain difference exx-ezz: 1.7711 percent
Volume strain: 1.2289 percent
In-plane stress, formula: 1.8065 GPa
In-plane stress, energy derivative: 1.8065 GPa
Valley splitting: 162.9 meV
Valley splitting: 0.005988 hartree
z-valley shift from six-valley mean: -108.6 meV
x,y-valley shift from six-valley mean: 54.3 meV
Mistake, no vertical strain: 92.0 meV
Mistake, constant volume: 276.0 meV
Change for +0.01 in C12/C11: 1.84 meV
Model lattice constant: 10.26 bohr
Model plane waves: 137 (count)
Model valley position: 0.832 (2 pi/a)
Model shear deformation potential: 7.967 eV
Largest valley-law error / model Xi_u: 9.57e-07 (dimensionless)
Model splitting, direct: 140.8 meV
Model splitting, linear law: 141.1 meV
Model nonlinear correction: -0.18 percent
```
